# Lowest-band width and hopping in a deep sinusoidal lattice: test program

```python
# Result under test: for -psi'' + s sin^2(z) psi = E psi (z = kx, energies in the
# recoil energy E_R = hbar^2 k^2/2m, lam = sqrt(s)) the lowest band width W obeys
#   J = W/4 = J0 [1 - 7/(16 lam) - 59/(512 lam^2) + ...],
#   J0 = (4/sqrt(pi)) s^(3/4) exp(-2 lam),  W = b_1(s/4) - a_0(s/4) (Mathieu).
# q: quasimomentum in units of k; E(q) = Ebar - 2 sum_n J_n cos(n pi q).
# psi_plus, psi_minus: band edge states (q=0, q=1), normalized on one cell.
# phi: one-well solution, u = -phi'/phi, t = tan(z/2), J = -2 phi phi'(pi/2).
import numpy as np, sympy as sp, mpmath as mp
from scipy.special import mathieu_a, mathieu_b
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy import constants as const
mp.mp.dps = 100
pi = np.pi

def bloch(s, q, nmax=25):
    k = q + 2.0*np.arange(-nmax, nmax+1)
    off = -s/4*np.ones(2*nmax)
    e, v = np.linalg.eigh(np.diag(k**2 + s/2) + np.diag(off, 1) + np.diag(off, -1))
    c = v[:, 0]*np.sign(v[:, 0].sum())/np.sqrt(pi)
    return e[0], (lambda z: c @ np.cos(k*z)), (lambda z: -(c*k) @ np.sin(k*z))

def energy_mp(s, q, nterms=100):
    s = mp.mpf(s); b2 = (s/4)**2
    def secular(E):
        total = q*q + s/2 - E
        for sign in (1, -1):
            tail = mp.mpf(0)
            for n in range(nterms, 0, -1):
                tail = b2/((q + 2*sign*n)**2 + s/2 - E - tail)
            total -= tail
        return total
    x0 = mp.mpf(float(bloch(float(s), q, 40)[0]))
    return mp.findroot(secular, (x0, x0 + mp.mpf('1e-6')))

def J_exact_mp(s): return (energy_mp(s, 1) - energy_mp(s, 0))/4
def J0_mp(s):
    s = mp.mpf(s)
    return 4/mp.sqrt(mp.pi)*s**mp.mpf('0.75')*mp.exp(-2*mp.sqrt(s))

# symbolic Riccati recursion u^2 - u' = lam^2 sin^2 z - E, eps = 1/lam
t, T, y, eps = sp.symbols('t T y eps', positive=True)
ddz = lambda f: (1 + t**2)/2*sp.diff(f, t)
u = [2*t/(1 + t**2)]; Ecoef = []
for k in range(1, 4):
    rest = sp.cancel(sum(u[i]*u[k-i] for i in range(1, k)) - ddz(u[k-1]))
    Ecoef.append(-rest.subs(t, 0))
    u.append(sp.factor(sp.cancel((-Ecoef[-1] - rest)/(2*u[0]))))
tau = sp.symbols('tau', positive=True)
action = [sp.simplify(sp.integrate(sp.cancel(uk*2/(1 + t**2)), (t, 0, tau))) for uk in u]
at_top = [a.subs(tau, 1) for a in action]
prefactor = sp.simplify(2*sp.exp(-2*at_top[1])/sp.sqrt(sp.pi))
assert sp.simplify(prefactor - 4/sp.sqrt(sp.pi)) == 0 and sp.simplify(at_top[0] - 1) == 0
assert sp.simplify(sp.exp(-2*action[1]) - (1 + tau**2)) == 0
x = eps*y**2/4
inT = [sp.expand(action[k]).subs(tau, sp.sqrt(T)).subs(T, x/(1 - x)) for k in (2, 3)]
weight = (1 - x)**sp.Rational(-3, 2)*sp.exp(-2*eps*inT[0] - 2*eps**2*inT[1])
taylor = lambda f, m: sp.expand(sp.diff(f, eps, m).subs(eps, 0)/sp.factorial(m))
def gauss_mean(p):
    return sum(c*sp.gamma(sp.Rational(n + 1, 2))/sp.sqrt(sp.pi)
               for (n,), c in sp.Poly(p, y).terms() if n % 2 == 0)
norm_c = [sp.simplify(gauss_mean(taylor(weight, m))) for m in (1, 2)]
amp = sp.exp(-2*eps*at_top[2] - 2*eps**2*at_top[3])
slope = 1 + eps*u[1].subs(t, 1) + eps**2*u[2].subs(t, 1)
norm = 1 + norm_c[0]*eps + norm_c[1]*eps**2
c1, c2 = [sp.simplify(taylor(amp*slope/norm, m)) for m in (1, 2)]
assert c1 == sp.Rational(-7, 16) and c2 == sp.Rational(-59, 512)
print("u1,u2,u3 =", u[1], ",", u[2], ",", u[3])
print("E coefficients (lam^1,0,-1):", Ecoef)
print("int_0^(pi/2) u_k dz, k=0..3:", at_top)
print("norm coefficients:", norm_c, " c1, c2:", c1, c2)
c1f, c2f = float(c1), float(c2)

# extrapolation of exact J/J0 in 1/lam, no input from the series
lams = [20, 25, 30, 35, 40, 45, 50, 60]
V = mp.matrix([[mp.mpf(1)/mp.mpf(l)**j for j in range(len(lams))] for l in lams])
fit = mp.lu_solve(V, mp.matrix([J_exact_mp(l*l)/J0_mp(l*l) for l in lams]))
assert abs(fit[0]-1) < 1e-7 and abs(fit[1]-c1f) < 1e-5 and abs(fit[2]-c2f) < 1e-3
print("extrapolated c0..c3: %.8f %.6f %.5f %.4f" % tuple(float(fit[i]) for i in range(4)))
print("series c1, c2 decimal: %.6f %.5f" % (c1f, c2f))
E_series = lambda l: sum(float(Ecoef[i])*l**(1 - i) for i in range(3))
Emid = float((energy_mp(400, 0) + energy_mp(400, 1))/2)
assert abs(Emid - E_series(20.0)) < 0.1/400      # next term is O(lam^-2)
print("s=400 band centre exact %.6f, series %.6f E_R" % (Emid, E_series(20.0)))

# WKB wave function against exact eigenvectors
lam = 15.0
phi0 = lambda z, l: (l/pi)**0.25*np.exp(-l*(1 - np.cos(z)))/np.cos(z/2)
_, pp, _ = bloch(lam**2, 0); _, pm, dpm = bloch(lam**2, 1)
for z in np.linspace(0, pi/2, 13):
    phi1 = phi0(z, lam)*np.exp(np.tan(z/2)**2/(8*lam))/np.sqrt(1 + 3/(16*lam))
    assert abs((pp(z) + pm(z))/2/phi1 - 1) < 0.2/lam**2
r_val = pp(pi/2)/(2*phi0(pi/2, lam)); r_der = -dpm(pi/2)/(2*lam*phi0(pi/2, lam))
assert abs(r_val - (1 + 1/(32*lam))) < 0.2/lam**2
assert abs(r_der - (1 - 15/(32*lam))) < 0.4/lam**2
nq = quad(lambda z: phi0(z, lam)**2, -pi/2, pi/2, epsabs=1e-12)[0]
assert abs(nq - (1 + 3/(16*lam))) < 0.2/lam**2
print("lam=15 psi+(pi/2)/2phi0 = %.5f, 1+1/(32lam) = %.5f" % (r_val, 1 + 1/(32*lam)))
print("lam=15 -psi-'/(2lam phi0) = %.5f, 1-15/(32lam) = %.5f" % (r_der, 1 - 15/(32*lam)))
print("lam=15 norm of phi0 = %.5f, 1+3/(16lam) = %.5f" % (nq, 1 + 3/(16*lam)))

# Hill discriminant by direct integration
Eq = bloch(10.0, 0.37)[0]
sol = solve_ivp(lambda z, w: [w[1], (10*np.sin(z)**2 - Eq)*w[0]], [0, pi], [1.0, 0.0],
                method='DOP853', rtol=1e-12, atol=1e-13)
assert abs(sol.y[0, -1] - np.cos(0.37*pi)) < 1e-6
print("s=10 q=0.37: y(pi) = %.7f, cos(pi q) = %.7f" % (sol.y[0, -1], np.cos(0.37*pi)))

rows = []
qs = -1 + 2*np.arange(64)/64
for s in (5, 10, 15, 20, 25, 30):
    l = np.sqrt(s)
    E0, pp, dpp = bloch(s, 0); E1, pm, dpm = bloch(s, 1)
    W = E1 - E0; J = W/4
    assert abs(E0 - s/2 - mathieu_a(0, s/4)) < 1e-8 and abs(E1 - s/2 - mathieu_b(1, s/4)) < 1e-8
    assert abs(J/float(J_exact_mp(s)) - 1) < 1e-8
    assert abs(dpp(pi/2)) < 1e-10 and abs(pm(pi/2)) < 1e-10
    ov = quad(lambda z: pp(z)*pm(z), 0, pi/2, epsabs=1e-13, epsrel=1e-13)[0]
    assert abs(-pp(pi/2)*dpm(pi/2)/ov/W - 1) < 1e-8
    delta, delta_est = 1 - 2*ov, 4*np.exp(-2*l)/np.sqrt(pi*l)
    if s >= 20:
        assert abs(delta/delta_est - 1) < 1.5/l     # estimate is leading order in 1/lam
    band = np.array([bloch(s, q)[0] for q in qs])
    assert np.all(np.diff(np.append(band[32:], E1)) > 0)
    Jn = [-np.mean(band*np.cos(n*pi*qs)) for n in (1, 2, 3)]
    J0 = float(J0_mp(s)); Ja = J0*(1 + c1f/l); Jb = J0*(1 + c1f/l + c2f/s)
    assert J0 - J > abs(Ja - J) > abs(Jb - J)
    assert abs(J - Jb)/J0 < 0.5/l**3
    assert abs(J - Jn[0]) < 0.1*(J0 - J) and abs(Jn[2]/Jn[0]) < 0.02
    g = lambda z: (l/pi)**0.25*np.exp(-l*z*z/2)
    h = 1e-5
    JG = np.sqrt(pi)*s**0.75*np.exp(-pi**2*l/4)
    assert abs(-g(pi/2)*(g(pi/2 + h) - g(pi/2 - h))/h/JG - 1) < 1e-6
    rows.append(dict(s=s, E0=E0, E1=E1, W=W, J=J, J0=J0, Ja=Ja, Jb=Jb, Jn=Jn, JG=JG,
                     d=delta, de=delta_est, ov=ov, top=pp(pi/2), der=dpm(pi/2)))
assert np.all(np.diff([abs(r['Jn'][1]/r['Jn'][0]) for r in rows]) < 0)
assert np.all(np.diff([r['JG']/r['J'] for r in rows]) < 0) and rows[0]['JG'] < rows[0]['J']
assert np.all(np.diff([r['J0']/r['J'] for r in rows]) < 0)
print("s | E(0) E(1) W J=W/4 J0  [E_R]")
for r in rows:
    print("%2d | %.6f %.6f %.5e %.5e %.5e" % (r['s'], r['E0'], r['E1'], r['W'], r['J'], r['J0']))
print("s | J/J0; error % of J0, 1st order, 2nd order; J_gauss/J")
for r in rows:
    err = [100*(r[k]/r['J'] - 1) for k in ('J0', 'Ja', 'Jb')]
    print("%2d | %.4f; %+.2f %+.2f %+.2f; %.4f" % (r['s'], r['J']/r['J0'], *err, r['JG']/r['J']))
print("s | J1 [E_R], J2/J1, J3/J1, delta, delta estimate")
for r in rows:
    a, b, c = r['Jn']
    print("%2d | %.5e %+.2e %+.1e %.2e %.2e" % (r['s'], a, b/a, c/a, r['d'], r['de']))
for excess, lo, hi in ((0.10, 3, 8), (0.05, 6, 14)):
    root = brentq(lambda l: float(J0_mp(l*l)/J_exact_mp(l*l)) - 1 - excess, lo, hi, xtol=1e-5)
    print("J0 too high by %d%% at s = %.1f" % (round(100*excess), root**2))
print("Gaussian exponent pi^2/4 = %.4f, 4/sqrt(pi) = %.4f" % (pi**2/4, float(prefactor)))

# worked example with round model parameters
mass_u, wavelength = 100.0, 1000e-9
ER = (const.hbar*2*pi/wavelength)**2/(2*mass_u*const.atomic_mass)
r = rows[1]; s = r['s']; l = np.sqrt(s)
print("example: m = %.0f u, wavelength %.0f nm, period %.0f nm, s = %d"
      % (mass_u, wavelength*1e9, wavelength*5e8, s))
print("E_R/h = %.1f Hz" % (ER/const.h))
print("lam = %.5f, s^(3/4) = %.5f, exp(-2lam) = %.5e" % (l, s**0.75, np.exp(-2*l)))
print("phi0(pi/2)^2 = %.5e, band centre series %.5f E_R" % (phi0(pi/2, l)**2, E_series(l)))
print("psi+(pi/2) = %.5f, psi-'(pi/2) = %.5f, overlap = %.6f" % (r['top'], r['der'], r['ov']))
print("factors: amplitude %.4f, slope %.4f, norm %.4f"
      % tuple(float(f.subs(eps, 1/l)) for f in (amp, slope, norm)))
print("c1/lam = %.4f, c2/s = %.4f" % (c1f/l, c2f/s))
for name, key in (("leading J0", 'J0'), ("1st order", 'Ja'), ("2nd order", 'Jb'), ("exact W/4", 'J')):
    print("%s: %.5f E_R = h x %.2f Hz, hbar/J = %.3f ms"
          % (name, r[key], r[key]*ER/const.h, 1e3*const.hbar/(r[key]*ER)))
print("OK")
```

It prints:

```
u1,u2,u3 = -t/2 , -t*(t**2 + 1)/8 , -t*(t**2 + 1)*(5*t**2 + 6)/64
E coefficients (lam^1,0,-1): [1, -1/4, -1/16]
int_0^(pi/2) u_k dz, k=0..3: [1, -log(2)/2, -1/8, -17/128]
norm coefficients: [3/16, 61/512]  c1, c2: -7/16 -59/512
extrapolated c0..c3: 1.00000000 -0.437500 -0.11523 -0.1095
series c1, c2 decimal: -0.437500 -0.11523
s=400 band centre exact 19.746751, series 19.746875 E_R
lam=15 psi+(pi/2)/2phi0 = 1.00251, 1+1/(32lam) = 1.00208
lam=15 -psi-'/(2lam phi0) = 0.96786, 1-15/(32lam) = 0.96875
lam=15 norm of phi0 = 1.01291, 1+3/(16lam) = 1.01250
s=10 q=0.37: y(pi) = 0.3971479, cos(pi q) = 0.3971479
s | E(0) E(1) W J=W/4 J0  [E_R]
 5 | 1.818774 2.082985 2.64211e-01 6.60528e-02 8.61963e-02
10 | 2.846922 2.923668 7.67468e-02 1.91867e-02 2.27387e-02
15 | 3.589238 3.615314 2.60758e-02 6.51894e-03 7.43914e-03
20 | 4.199954 4.209919 9.96542e-03 2.49136e-03 2.78490e-03
25 | 4.732952 4.737107 4.15433e-03 1.03858e-03 1.14550e-03
30 | 5.212892 5.214743 1.85153e-03 4.62884e-04 5.05671e-04
s | J/J0; error % of J0, 1st order, 2nd order; J_gauss/J
 5 | 0.7663; +30.50 +4.96 +1.96; 0.3604
10 | 0.8438; +18.51 +2.12 +0.75; 0.2123
15 | 0.8763; +14.12 +1.23 +0.35; 0.1466
20 | 0.8946; +11.78 +0.85 +0.20; 0.1086
25 | 0.9067; +10.29 +0.64 +0.14; 0.0837
30 | 0.9154; +9.24 +0.52 +0.10; 0.0663
s | J1 [E_R], J2/J1, J3/J1, delta, delta estimate
 5 | 6.57673e-02 -5.16e-02 +4.3e-03 1.69e-02 1.72e-02
10 | 1.91825e-02 -1.18e-02 +2.2e-04 2.83e-03 2.27e-03
15 | 6.51882e-03 -3.46e-03 +1.9e-05 6.22e-04 4.96e-04
20 | 2.49135e-03 -1.18e-03 +2.2e-06 1.71e-04 1.39e-04
25 | 1.03858e-03 -4.53e-04 +3.2e-07 5.47e-05 4.58e-05
30 | 4.62884e-04 -1.88e-04 +5.5e-08 1.97e-05 1.69e-05
J0 too high by 10% at s = 26.3
J0 too high by 5% at s = 89.7
Gaussian exponent pi^2/4 = 2.4674, 4/sqrt(pi) = 2.2568
example: m = 100 u, wavelength 1000 nm, period 500 nm, s = 10
E_R/h = 1995.2 Hz
lam = 3.16228, s^(3/4) = 5.62341, exp(-2lam) = 1.79176e-03
phi0(pi/2)^2 = 3.59530e-03, band centre series 2.89251 E_R
psi+(pi/2) = 0.12058, psi-'(pi/2) = -0.31734, overlap = 0.498586
factors: amplitude 1.1114, slope 0.8169, norm 1.0712
c1/lam = -0.1383, c2/s = -0.0115
leading J0: 0.02274 E_R = h x 45.37 Hz, hbar/J = 3.508 ms
1st order: 0.01959 E_R = h x 39.09 Hz, hbar/J = 4.071 ms
2nd order: 0.01933 E_R = h x 38.57 Hz, hbar/J = 4.127 ms
exact W/4: 0.01919 E_R = h x 38.28 Hz, hbar/J = 4.158 ms
OK
```
